# Flux Conservation and Evanescent Beams in Layer KKR Electron Transmission, part 1

(Sections cited here and not found follow in the second part.)

## The argument under review

The argument concerns transmission of electrons through a stack of atomic layers, each periodic in the plane, in the layer Korringa-Kohn-Rostoker (layer KKR) scheme. It makes three claims.

1. The potential is real, so no electrons are lost, and the matrix $S$ that maps incoming plane-wave amplitudes of a layer onto outgoing ones is unitary.
2. An evanescent beam carries no current, so it cannot take part in transport and may be left out when layers are stacked.
3. The matrix of the stack built from propagating beams alone is found to conserve flux to machine precision, which is taken to confirm claim 2.

The premise of claim 1 is sound and its conclusion does not follow. The premise of claim 2 holds for a single evanescent wave and fails for a pair. The observation in claim 3 is correct and has no bearing on claim 2, because the same observation would be made for any truncation that keeps the propagating beams.

## Conventions

Hartree atomic units are used, so the Schrödinger equation reads $\nabla^2\psi=2(V-E)\psi$ and the current density is $\mathbf J=\mathrm{Im}(\psi^*\nabla\psi)$. The potential is local and periodic in $\boldsymbol\rho=(x,y)$ with cell area $A$. It vanishes for $z<z_L$ and $z>z_R$, and $z_L\le z_R$ are called the reference planes. The energy $E=q^2/2$ is real and the Bloch vector $\mathbf k_\parallel$ is fixed. Each reciprocal vector $\mathbf g$ defines a beam with $\mathbf K_g=\mathbf k_\parallel+\mathbf g$ and

$$k_g=\sqrt{q^2-K_g^2}.$$

For $K_g<q$ the root is real and positive, and the beam is propagating (open, label $p$). For $K_g>q$ it is $k_g=i\kappa_g$ with $\kappa_g>0$, and the beam is evanescent (label $e$). No $k_g$ is zero. Outside the layer

$$\psi=\sum_g e^{i\mathbf K_g\cdot\boldsymbol\rho}\left[a^L_g e^{ik_g(z-z_L)}+b^L_g e^{-ik_g(z-z_L)}\right],\qquad z<z_L,$$

$$\psi=\sum_g e^{i\mathbf K_g\cdot\boldsymbol\rho}\left[b^R_g e^{ik_g(z-z_R)}+a^R_g e^{-ik_g(z-z_R)}\right],\qquad z>z_R.$$

For an open beam $a$ runs toward the layer and $b$ away from it. For an evanescent beam $a^L e^{-\kappa(z-z_L)}$ decays toward the layer, as the tail of a source further left would, and $b^L e^{\kappa(z-z_L)}$ decays away from it. With $a=(a^L,a^R)$ and $b=(b^L,b^R)$ the layer matrix is defined by

$$b=Sa,\qquad S=\begin{pmatrix} r & t'\\ t & r'\end{pmatrix}.$$

This requires that $a=0$ imply $b=0$, so $E$ must not be the energy of a state bound to the layer at this $\mathbf k_\parallel$; there $S$ has a pole.

## What conservation of current gives

Let $\langle\cdot\rangle$ be the average over a cell and $j(z)=\langle \mathrm{Im}\,\psi^*\partial_z\psi\rangle$. Since $\langle e^{i(\mathbf g-\mathbf g')\cdot\boldsymbol\rho}\rangle=\delta_{gg'}$, different beams do not mix in $j$. On the left plane one beam has $\psi_g=a+b$ and $\partial_z\psi_g=ik(a-b)$, so it contributes

$$j_g=\mathrm{Im}\left[ik\,(a^*+b^*)(a-b)\right]=\mathrm{Im}\left[ik\left(|a|^2-|b|^2-2i\,\mathrm{Im}(a^*b)\right)\right],$$

where $b^*a-a^*b=-2i\,\mathrm{Im}(a^*b)$ was used. For real $k$ the first two terms give $k(|a|^2-|b|^2)$, and the third gives $2k\,\mathrm{Im}(a^*b)$ inside the bracket, which is real and drops out. For $k=i\kappa$ the prefactor $ik=-\kappa$ is real, the first two terms drop out, and the third gives $\mathrm{Im}[2i\kappa\,\mathrm{Im}(a^*b)]$. Hence

$$j_g=k_g\left(|a|^2-|b|^2\right)\ \ (p),\qquad j_g=2\kappa_g\,\mathrm{Im}(a^*b)\ \ (e).$$

A lone evanescent wave, $a=0$ or $b=0$, carries no current along $z$; its current $\mathbf K_g|\psi|^2$ runs parallel to the layer. A decaying and a growing wave with a phase difference carry a current, and it is independent of $z$ because the factors $e^{-\kappa z}$ and $e^{\kappa z}$ cancel in $a^*b$. This is the tunnelling current through a barrier. On the right plane $a$ and $b$ exchange roles, which gives $k(|b|^2-|a|^2)$ and $2\kappa\,\mathrm{Im}(b^*a)=-2\kappa\,\mathrm{Im}(a^*b)$.

Define diagonal matrices over the beams of both sides, $K_p=\mathrm{diag}(\mathrm{Re}\,k_g)$ and $\kappa=\mathrm{diag}(\mathrm{Im}\,k_g)$. The difference of the two currents is

$$j(z_L)-j(z_R)=a^\dagger K_p a-b^\dagger K_p b+2\,\mathrm{Im}(a^\dagger\kappa\, b).\tag{1}$$

The Schrödinger equation fixes the left side. One has $\nabla\cdot\mathbf J=\mathrm{Im}(|\nabla\psi|^2+\psi^*\nabla^2\psi)=2\,\mathrm{Im}V\,|\psi|^2$. The lateral part of the divergence averages to zero, since $\psi^*\nabla\psi$ is periodic. With $\mathrm{Im}V=-W$,

$$\frac{dj}{dz}=-2\langle W|\psi|^2\rangle,\qquad j(z_L)-j(z_R)=2\int_{z_L}^{z_R}\langle W|\psi|^2\rangle\,dz.\tag{2}$$

For real $V$ the right side vanishes. Insert $b=Sa$ in (1) and write $2\,\mathrm{Im}\,x=-i(x-x^*)$ for $x=a^\dagger\kappa Sa$:

$$a^\dagger\left[K_p-S^\dagger K_pS-i(\kappa S-S^\dagger\kappa)\right]a=0 .$$

The bracket is Hermitian and its quadratic form vanishes for every complex $a$, so the bracket is zero:

$$S^\dagger K_pS=K_p-i\left(\kappa S-S^\dagger\kappa\right).\tag{3}$$

This is the full content of particle conservation. To remove the weights, let $N=\mathrm{diag}|k_g|^{1/2}$ and $\tilde S=NSN^{-1}$, and let $P$ and $Q$ project on open and evanescent beams. Then $N^{-1}K_pN^{-1}=P$ and $\kappa N^{-1}=NQ$. With $S=N^{-1}\tilde SN$ the terms of (3) become $S^\dagger K_pS=N\tilde S^\dagger P\tilde SN$, $K_p=NPN$ and $\kappa S=NQ\tilde SN$. Removing $N$ on both sides,

$$\tilde S^\dagger P\tilde S=P-i\left(Q\tilde S-\tilde S^\dagger Q\right).$$

In the $pp$ block $Q\tilde S$ has no $p$ rows and $\tilde S^\dagger Q$ has no $p$ columns, so only $P$ survives. In the $pe$ block $P$ and $Q\tilde S$ vanish and $(\tilde S^\dagger Q)_{pe}=(\tilde S_{ep})^\dagger$. In the $ee$ block $P$ vanishes. Therefore

$$\tilde S_{pp}^\dagger\tilde S_{pp}=1,\qquad \tilde S_{pp}^\dagger\tilde S_{pe}=i\,(\tilde S_{ep})^\dagger,\qquad \tilde S_{pe}^\dagger\tilde S_{pe}=-i\left(\tilde S_{ee}-\tilde S_{ee}^\dagger\right).\tag{4}$$

The first relation is the only unitarity there is. The second ties the conversion of evanescent into open waves to the reverse conversion. The third says that whatever flux a layer placed in an evanescent field radiates into the open beams is supplied by the interference of the incoming evanescent wave with the outgoing one in the same beam. If no beam is open, the third relation reduces to the statement that $\tilde S_{ee}$ is Hermitian.

## Claim 1

Claim 1 fails in two independent ways.

The first concerns the open beams alone. Write $U=\tilde S_{pp}$ and let $K$ be the restriction of $K_p$ to open beams, so that the raw block is $S_{pp}=K^{-1/2}UK^{1/2}$. Then

$$S_{pp}^\dagger S_{pp}=K^{1/2}U^\dagger K^{-1}UK^{1/2}.$$

This equals $1$ if and only if $U^\dagger K^{-1}U=K^{-1}$. Multiplying from the left by the unitary $U$ gives $K^{-1}U=UK^{-1}$, that is $U_{ij}(1/k_i-1/k_j)=0$ for all $i,j$. The raw block is unitary exactly when the layer couples no two open beams with different $k_g$. This includes the case of one open beam, where the left and right channels share one $k$. In all other cases it is not unitary. The reason is kinematic: amplitude $b$ in a beam at grazing exit carries flux $k|b|^2$ through a plane, and a small $k$ permits a large $|b|$.

The second concerns the evanescent beams, and no rescaling by $N$ cures it. Unitarity of $\tilde S$ would need $\tilde S_{pe}^\dagger\tilde S_{pe}+\tilde S_{ee}^\dagger\tilde S_{ee}=1$, which is not among the relations (4). An empty slab of thickness $d>0$ is a counterexample. It has $r=r'=0$ and $t=t'=X$ with

$$X=\mathrm{diag}\left(e^{ik_gd}\right),$$

whose evanescent entries are $e^{-\kappa_gd}<1$. The matrix is not unitary. It satisfies (4), because $\tilde S_{pe}=\tilde S_{ep}=0$ and $\tilde S_{ee}$ is real and symmetric. The example also shows that the size of the evanescent elements depends on where the reference planes are put: moving a plane outward by $h$ multiplies each row and each column of that side by $e^{ik_gh}$, a phase for open beams and a damping for evanescent ones.

With absorption, $W\ge0$, take $a$ purely open in (1) and (2). In flux-normalized amplitudes $\tilde a=Na$,

$$\tilde a^\dagger(1-U^\dagger U)\tilde a=2\int\langle W|\psi|^2\rangle\,dz\ge0,\tag{5}$$

so even $U$ is then only subunitary.

## A layer for which everything is explicit

Take one scatterer per cell at the lattice points $\mathbf R$ of the plane $z=0$, with only an $s$-wave phase shift $\delta$ and a range small against every other length. Both reference planes lie at $z=0$.

A field $\psi_{\rm exc}$ that is regular at a site has the $s$-wave part $\psi_{\rm exc}(0)\sin(qr)/(qr)$, and the site adds $f\psi_{\rm exc}(0)e^{iqr}/r$. The sum is proportional to $[(1+iqf)\sin qr+qf\cos qr]/r$ and must be proportional to $\sin(qr+\delta)/r=[\cos\delta\sin qr+\sin\delta\cos qr]/r$. The ratio of coefficients gives $\cot\delta=(1+iqf)/(qf)$, or

$$1/f=q\cot\delta-iq .$$

By Bloch's theorem the site $\mathbf R$ emits with strength $c\,e^{i\mathbf k_\parallel\cdot\mathbf R}$, so the scattered field is $c\,G(\mathbf r)$ with

$$G(\mathbf r)=\sum_{\mathbf R}e^{i\mathbf k_\parallel\cdot\mathbf R}\,\frac{e^{iq|\mathbf r-\mathbf R|}}{|\mathbf r-\mathbf R|},$$

understood at real $q$ as the limit from $\mathrm{Im}\,q>0$, where the sum converges exponentially. Its beam form follows from the equation it obeys, $(\nabla^2+q^2)G=-4\pi\delta(z)\sum_{\mathbf R}e^{i\mathbf k_\parallel\cdot\mathbf R}\delta^2(\boldsymbol\rho-\mathbf R)$. The periodic comb $\sum_{\mathbf R}\delta^2(\boldsymbol\rho-\mathbf R)$ has all Fourier coefficients equal to $1/A$, so the lattice sum in the source is $A^{-1}\sum_ge^{i\mathbf K_g\cdot\boldsymbol\rho}$. Each coefficient of $G$ obeys $G_g''+k_g^2G_g=-(4\pi/A)\delta(z)$. The outgoing solution $Ce^{ik_g|z|}$ has a slope jump $2ik_gC$, which must equal $-4\pi/A$. With $\beta=2\pi/A$,

$$G(\mathbf r)=i\beta\sum_g\frac{e^{i\mathbf K_g\cdot\boldsymbol\rho}\,e^{ik_g|z|}}{k_g}.\tag{6}$$

The site at the origin is excited by the incident field and by all other sites: $c=f[\psi_{\rm in}(0)+cD]$, where $D=\lim_{z\to0^+}[G(0,z)-e^{iqz}/z]$ is $G$ without its $\mathbf R=0$ term. Solving,

$$c=\tau\,\psi_{\rm in}(0),\qquad \frac1\tau=\frac1f-D .$$

In (6) an evanescent term is $\beta e^{-\kappa z}/\kappa$, which is real. An open term is $\beta(i\cos kz-\sin kz)/k$. The subtracted term is $(\cos qz+i\sin qz)/z$. Taking the limit part by part,

$$\mathrm{Im}D=\beta\sigma-q,\qquad \sigma=\sum_p\frac1{k_g},\qquad \mathrm{Re}D=\lim_{z\to0^+}\left[\beta\sum_e\frac{e^{-\kappa_gz}}{\kappa_g}-\frac1z\right].$$

The term $-iq$ of the isolated atom cancels, and

$$\frac1\tau=q\cot\delta-\mathrm{Re}D-i\beta\sigma .\tag{7}$$

An isolated atom radiates into a sphere of directions; the lattice radiates only into the open beams, and (7) is the replacement of one damping by the other. With $\lambda=\beta\tau$ one has $\mathrm{Im}(1/\lambda)=-\sigma$, and since $\mathrm{Im}(1/\lambda)=-\mathrm{Im}\lambda/|\lambda|^2$,

$$\mathrm{Im}\,\lambda=|\lambda|^2\sigma .\tag{8}$$

The incident field at the origin is the sum of all incoming amplitudes of both sides. Each incoming wave passes the plane and the scattered amplitude $i\beta c/k_g$ is added on both sides:

$$r=r'=w,\qquad t=t'=1+w,\qquad w_{gg'}=\frac{i\lambda}{k_g}.\tag{9}$$

The derivation of (3) assumed a regular potential, so (3) is worth verifying for this zero-range layer directly. For $a^R=-a^L$ the field at the site vanishes and $b^L=a^R=-a^L$, so this sector has $S_-=-1$ and (3) reads $K_p=K_p-i(-\kappa+\kappa)$. For $a^R=a^L$ one has $S_+=1+2w$. Let $\mathbf 1$, $\mathbf p$, $\mathbf e$ be the vectors with unit entries on all, open and evanescent beams, $\mathbf 1=\mathbf p+\mathbf e$. Then $K_pw=i\lambda\,\mathbf p\mathbf 1^T$, $\kappa w=\lambda\,\mathbf e\mathbf 1^T$ (because $\kappa\cdot i/(i\kappa)=1$) and $w^\dagger K_pw=|\lambda|^2\sigma\,\mathbf 1\mathbf 1^T$. The two sides of (3) give

$$S_+^\dagger K_pS_+-K_p=2i\lambda\,\mathbf p\mathbf 1^T-2i\lambda^*\mathbf 1\mathbf p^T+4|\lambda|^2\sigma\,\mathbf 1\mathbf 1^T,$$

$$-i(\kappa S_+-S_+^\dagger\kappa)=-2i\lambda\,\mathbf e\mathbf 1^T+2i\lambda^*\mathbf 1\mathbf e^T .$$

Their difference is $[2i(\lambda-\lambda^*)+4|\lambda|^2\sigma]\,\mathbf 1\mathbf 1^T=4(|\lambda|^2\sigma-\mathrm{Im}\lambda)\,\mathbf 1\mathbf 1^T$, which vanishes by (8).

The same form shows how far the full normalized matrix is from unitary. The matrix $\tilde w_{gg'}=i\lambda(|k_g|/k_g)/\sqrt{|k_g||k_{g'}|}$ has rank one and spectral norm $|\lambda|\sum_g1/|k_g|$. There is one beam per area $(2\pi)^2/A$ of the $\mathbf K$ plane, so for a large cutoff $K_{\max}$ the sum grows as $\int K\,dK/K\propto K_{\max}$. Since $\|\tilde S_+\|\ge2\|\tilde w\|-1$, the norm of $\tilde S$ grows without bound as beams are added. This growth belongs to the choice of planes through the point scatterers; planes moved out by $h$ damp it by the factors $e^{-\kappa_gh}$.

## Claim 2

Place layer 2 to the right of layer 1 with a gap $d$ between the right plane of layer 1 and the left plane of layer 2. In the gap let $u_g$ be the amplitude of $e^{ik_gz}$ at the plane of layer 1 and $v_g$ the amplitude of $e^{-ik_gz}$ at the plane of layer 2. The first arrives at layer 2 as $Xu$, the second at layer 1 as $Xv$, for both kinds of beam. For incidence $a$ from the left,

$$u=t_1a+r_1'Xv,\qquad v=r_2Xu,\qquad b^R=t_2Xu,\qquad b^L=r_1a+t_1'Xv .$$

Inserting the second equation in the first gives $(1-r_1'Xr_2X)u=t_1a$, so

$$t=t_2X\,(1-r_1'Xr_2X)^{-1}t_1,\qquad r=r_1+t_1'Xr_2X\,(1-r_1'Xr_2X)^{-1}t_1,\tag{10}$$

and $t'$, $r'$ follow by exchanging left and right. The matrix products run over every beam, because $u$ and $v$ must represent the whole field in the gap. Already the term without reflections, $t_2Xt_1$, has the open-to-open block

$$(t_2Xt_1)_{pp}=(t_2)_{pp}X_p(t_1)_{pp}+(t_2)_{pe}X_e(t_1)_{ep}.\tag{11}$$

In the second term layer 1 converts an open wave into an evanescent one, which crosses the gap once, and layer 2 converts it back. The premise of claim 2 applies outside the stack, where for open incidence the evanescent waves only decay away from the surface. In the gap both $u_e$ and $v_e$ are present and each such beam carries $2\kappa\,\mathrm{Im}(u^*Xv)$. Beyond that current, the evanescent field of layer 1 is part of the field that excites layer 2, and it changes what layer 2 emits into the open beams.

## Claim 3

Let $\Pi$ project on a set of kept beams that contains all open ones. For real $V$ and $a=\Pi a$, the right side of (1) vanishes. It contains $b$ only on open beams and on evanescent beams where $a\ne0$, all of which are kept. So $b$ may be replaced by $\Pi b$, and the truncated matrix $\Pi S\Pi$ obeys (3) on the kept set. If an open beam were dropped, its term in $b^\dagger K_pb$ would be lost and the statement would fail.

Now stack two truncated matrices with (10). Equation (3) for layer 1 says that the current on its left equals the current evaluated from the kept gap amplitudes at its right plane, where $b=u$ and $a=Xv$:

$$j_1=u^\dagger K_pu-(Xv)^\dagger K_p(Xv)+2\,\mathrm{Im}(u^\dagger\kappa Xv).$$

Equation (3) for layer 2 says that the current on its right equals the current at its left plane, where $a=Xu$ and $b=v$:

$$j_2=(Xu)^\dagger K_p(Xu)-v^\dagger K_pv+2\,\mathrm{Im}\left((Xu)^\dagger\kappa v\right).$$

On open beams $|X_g|=1$, so the first two terms agree. On evanescent beams $X_g$ is real, so the third terms agree. Hence $j_1=j_2$, the truncated stack conserves the current for every incoming vector, and it obeys (3) and has a unitary $\tilde S_{pp}$. The result holds for each admissible truncation, the crudest one included. A test that every truncation passes cannot select among them.

Current conservation makes only the flux-normalized open block unitary, and evanescent beams take part in the coupling between layers even though every truncation that keeps the open beams conserves flux. What remains is to estimate the error made by dropping evanescent beams, to test the results numerically, and to state the changes the argument needs.
